# Conjugate Gradients for a Poisson Problem with the Source at One End: test program

```python
"""
Result under test: conjugate gradients (CG), started from zero, on the 1D
Poisson matrix A = tridiag(-1, 2, -1) with a source on the first of N points
fills exactly one new grid point per step and ends in exactly N steps.
Symbols: h grid spacing, sigma sheet charge density, s = 4 pi h sigma source
strength, x potential divided by s, r residual, p search direction,
k number of completed steps, j grid point (1..N). Hartree atomic units.
"""
from fractions import Fraction
import numpy as np
from scipy import constants


def banded(n, stencil):
    """Symmetric integer matrix; stencil lists diagonal, first neighbour, ..."""
    matrix = np.zeros((n, n), dtype=int)
    for offset, value in enumerate(stencil):
        for i in range(n - offset):
            matrix[i, i + offset] = value
            matrix[i + offset, i] = value
    return matrix


def exact(array):
    """Copy an integer array into exact rational numbers."""
    result = np.empty(array.shape, dtype=object)
    for index, value in np.ndenumerate(array):
        result[index] = Fraction(int(value))
    return result


def unit(n, point):
    vector = np.zeros(n, dtype=int)
    vector[point - 1] = 1
    return vector


def conjugate_gradients(A, b, max_steps):
    x, r, p = b * 0, b.copy(), b.copy()
    rr = r @ r
    xs, rs, ps, alphas, betas = [x], [r], [p], [], []
    for _ in range(max_steps):
        if rr == 0:
            break
        Ap = A @ p
        alpha = rr / (p @ Ap)
        x = x + alpha * p
        r = r - alpha * Ap
        rr_new = r @ r
        beta = rr_new / rr
        p = r + beta * p
        rr = rr_new
        xs.append(x)
        rs.append(r)
        ps.append(p)
        alphas.append(alpha)
        betas.append(beta)
    return xs, rs, ps, alphas, betas


def front(vector):
    """Number of the last nonzero grid point, 0 for a zero vector."""
    filled = [j + 1 for j, value in enumerate(vector) if value != 0]
    return max(filled, default=0)


# Exact rational run: no rounding can hide or create a nonzero entry.
N = 9
A_int = banded(N, [2, -1])
A_exact = exact(A_int)
A_float = A_int.astype(float)
xs, rs, ps, alphas, betas = conjugate_gradients(
    A_exact, exact(unit(N, 1)), 2 * N)
steps_end = len(xs) - 1
assert steps_end == N
assert all(value == 0 for value in rs[N])
solution = xs[N]
assert np.allclose(solution.astype(float),
                   np.linalg.solve(A_float, unit(N, 1)), atol=1e-13)
energy_total = solution @ (A_exact @ solution)
max_errors, energy_errors = [], []
for k in range(N + 1):
    assert front(xs[k]) == k
    for j in range(1, N + 1):
        expected = 1 - Fraction(j, k + 1) if j <= k else 0
        assert xs[k][j - 1] == expected
    error = solution - xs[k]
    max_errors.append(max(abs(value) for value in error))
    energy_errors.append(error @ (A_exact @ error) / energy_total)
    assert max_errors[k] == Fraction(N - k, N + 1)
    assert energy_errors[k] == Fraction(N - k, N * (k + 1))
    if k < N:
        assert int(np.argmax(np.abs(error))) + 1 == k + 1
        assert alphas[k] == Fraction(k + 1, k + 2)
        for j in range(1, N + 1):
            assert rs[k][j - 1] == (Fraction(1, k + 1) if j == k + 1 else 0)
            assert ps[k][j - 1] == (
                Fraction(j, (k + 1)**2) if j <= k + 1 else 0)
        assert ps[k] @ (A_exact @ ps[k]) == Fraction(k + 2, (k + 1)**3)
    if k < N - 1:
        assert betas[k] == Fraction(k + 1, k + 2)**2
    if k > 0:
        # The iterate solves the problem with the far plate at point k+1.
        short = np.linalg.solve(A_float[:k, :k], unit(k, 1))
        assert np.allclose(xs[k][:k].astype(float), short, atol=1e-13)

# MINRES residuals from their definition: least squares over Krylov spaces.
b_float = unit(N, 1).astype(float)
krylov = [b_float]
for _ in range(N - 1):
    vector = A_float @ krylov[-1]
    krylov.append(vector / np.linalg.norm(vector))
minres = [1.0]
for k in range(1, N + 1):
    basis, _ = np.linalg.qr(np.array(krylov[:k]).T)
    image = A_float @ basis
    weights = np.linalg.lstsq(image, b_float, rcond=None)[0]
    residual = b_float - image @ weights
    minres.append(np.linalg.norm(residual))
    if k < N:
        law = np.sqrt(6 / ((k + 1) * (k + 2) * (2 * k + 3)))
        assert abs(minres[k] - law) < 1e-8
        shape = np.where(np.arange(1, N + 1) <= k + 1,
                         np.arange(1, N + 1), 0)
        assert np.allclose(residual, residual[0] * shape, atol=1e-8)
assert minres[N] < 1e-8

# Controls: central source, and a five-point stencil (times 12).
middle = (N + 1) // 2
xs_mid = conjugate_gradients(A_exact, exact(unit(N, middle)), 2 * N)[0]
steps_middle = len(xs_mid) - 1
assert steps_middle == middle
for k in range(1, steps_middle + 1):
    assert front(xs_mid[k]) == middle + k - 1
xs_wide = conjugate_gradients(
    exact(banded(N, [30, -16, 1])), exact(unit(N, 1)), 2 * N)[0]
steps_wide = len(xs_wide) - 1
wide_bound = (N + 2) // 2
assert wide_bound <= steps_wide <= N
for k in range(1, wide_bound + 1):
    assert front(xs_wide[k]) == min(N, 2 * k - 1)

# Physical example, checked against the continuum sine series.
h, sigma = 1.0, 0.01
L = (N + 1) * h
s = 4 * np.pi * h * sigma
phis = conjugate_gradients(A_float, s * b_float, N)[0]
modes = np.arange(1, 200001) * np.pi / L
for j in range(1, N + 1):
    series = 4 * np.pi * sigma * (2 / L) * np.sum(
        np.sin(modes * h) * np.sin(modes * j * h) / modes**2)
    # The omitted tail of the series is below 1.3e-6 hartree/e.
    assert abs(phis[N][j - 1] - series) < 2e-6
volt = constants.physical_constants["Hartree energy in eV"][0]

# Larger floating-point run: a loose residual test stops too early.
M, tolerance = 200, 0.015
A_large = banded(M, [2, -1]).astype(float)
b_large = unit(M, 1).astype(float)
large_xs, large_rs = conjugate_gradients(A_large, b_large, M)[:2]
norms = [np.linalg.norm(r) for r in large_rs]
stop = next(k for k, norm in enumerate(norms) if norm <= tolerance)
large_solution = np.linalg.solve(A_large, b_large)
stop_error = np.max(np.abs(large_solution - large_xs[stop]))
assert front(large_xs[stop]) == stop
assert abs(stop_error - (M - stop) / (M + 1)) < 1e-8
assert abs(norms[M - 1] * M - 1) < 1e-8
true_final = np.linalg.norm(b_large - A_large @ large_xs[M])
assert true_final < 1e-8

print(f"Grid points N = {N}; spacing h = {h:.1f} bohr; L = {L:.1f} bohr")
print(f"Sheet density sigma = {sigma:.3f} e/bohr^2")
print(f"Source strength s = {s:.6f} hartree/e")
print("Potential at points 1..N (hartree/e):")
for k in (1, 2, 3, 6, 8, 9):
    print(f" k={k}: " + " ".join(f"{v:.5f}" for v in phis[k]))
print(f"Final potential at point 1 = {phis[N][0]:.6f} hartree/e"
      f" = {phis[N][0] * volt:.4f} V")
print(f"Final potential at point N = {phis[N][-1]:.6f} hartree/e")
print("Columns: k, last filled point, CG relative residual,")
print(" MINRES relative residual, max potential error (hartree/e),")
print(" squared relative energy-norm error")
for k in range(N + 1):
    cg_norm = np.sqrt(float(rs[k] @ rs[k]))
    minres_text = f"{minres[k]:.5f}"
    print(f" {k} {front(xs[k])} {cg_norm:.5f} {minres_text}"
          f" {s * float(max_errors[k]):.5f} {float(energy_errors[k]):.5f}")
print("First CG coefficients alpha: "
      + ", ".join(str(value) for value in alphas[:4]))
print("First CG coefficients beta: "
      + ", ".join(str(value) for value in betas[:3]))
print(f"Exact CG steps, source at end: {steps_end}")
print(f"Exact CG steps, source at centre (point {middle}): {steps_middle}")
print(f"Five-point stencil: front bound {wide_bound} steps,"
      f" actual {steps_wide} steps")
print(f"Large run: N = {M}, relative residual tolerance = {tolerance}")
print(f" tolerance met at step {stop}, residual {norms[stop]:.5f}")
print(f" points still exactly zero there: {M - front(large_xs[stop])}")
print(f" max potential error there: {stop_error:.4f} (units of s)")
print(f" relative residual at step {M - 1}: {norms[M - 1]:.6f}")
print(f" true relative residual at step {M}: {true_final:.1e}")
print("all good")
```

Printed output:

```
Grid points N = 9; spacing h = 1.0 bohr; L = 10.0 bohr
Sheet density sigma = 0.010 e/bohr^2
Source strength s = 0.125664 hartree/e
Potential at points 1..N (hartree/e):
 k=1: 0.06283 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=2: 0.08378 0.04189 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=3: 0.09425 0.06283 0.03142 0.00000 0.00000 0.00000 0.00000 0.00000 0.00000
 k=6: 0.10771 0.08976 0.07181 0.05386 0.03590 0.01795 0.00000 0.00000 0.00000
 k=8: 0.11170 0.09774 0.08378 0.06981 0.05585 0.04189 0.02793 0.01396 0.00000
 k=9: 0.11310 0.10053 0.08796 0.07540 0.06283 0.05027 0.03770 0.02513 0.01257
Final potential at point 1 = 0.113097 hartree/e = 3.0775 V
Final potential at point N = 0.012566 hartree/e
Columns: k, last filled point, CG relative residual,
 MINRES relative residual, max potential error (hartree/e),
 squared relative energy-norm error
 0 0 1.00000 1.00000 0.11310 1.00000
 1 1 0.50000 0.44721 0.10053 0.44444
 2 2 0.33333 0.26726 0.08796 0.25926
 3 3 0.25000 0.18257 0.07540 0.16667
 4 4 0.20000 0.13484 0.06283 0.11111
 5 5 0.16667 0.10483 0.05027 0.07407
 6 6 0.14286 0.08452 0.03770 0.04762
 7 7 0.12500 0.07001 0.02513 0.02778
 8 8 0.11111 0.05923 0.01257 0.01235
 9 9 0.00000 0.00000 0.00000 0.00000
First CG coefficients alpha: 1/2, 2/3, 3/4, 4/5
First CG coefficients beta: 1/4, 4/9, 9/16
Exact CG steps, source at end: 9
Exact CG steps, source at centre (point 5): 5
Five-point stencil: front bound 5 steps, actual 9 steps
Large run: N = 200, relative residual tolerance = 0.015
 tolerance met at step 66, residual 0.01493
 points still exactly zero there: 134
 max potential error there: 0.6667 (units of s)
 relative residual at step 199: 0.005000
 true relative residual at step 200: 8.2e-15
all good
```
